# Why silica bridges ceria at low coverage and stabilises it at high

A dispersion calculation for a ceria polishing slurry has to settle how much colloidal silica to add. The answer depends on how often two partly coated particles stick when they meet. If one exposed or covered patch on each particle decided the matter, the slurry below would need 99.992% of its silica sites filled to slow aggregation a thousandfold. If about eleven facing patch pairs decide it together, 74% is enough to close the same route; a rough estimate of leakage between evenly coated particles then raises the need to about 80%. Both figures assume that the silica can pack almost as densely as uncharged spheres, and the second also assumes an even coat and a silica potential as strong as \(-40\) mV. The difference also explains why a small dose bridges the particles while a large one protects them.

## Which patches attract

Take ceria spheres of radius \(R\) and surface potential \(+\psi\), carrying firmly held silica spheres of radius \(a\) and potential \(-\psi\). Outside an isolated sphere of radius \(a_1\), the linear screened potential is

\[
\phi_1(s)=\psi_1a_1\frac{e^{-\kappa(s-a_1)}}{s},
\]

where \(s\) is the distance from its centre and \(1/\kappa\) the Debye length. This is the field of a point source \(q_1=4\pi\varepsilon a_1\psi_1e^{\kappa a_1}\). For weakly overlapping fields, the second sphere may be replaced by its own point source. The energy at centre distance \(r\) is then

\[
V=q_2\phi_1(r)=4\pi\varepsilon a_1a_2\psi_1\psi_2\,
\frac{e^{-\kappa(r-a_1-a_2)}}{r}.
\]

Like surfaces repel and unlike surfaces attract. A silica bridge, however, also brings two ceria cores to a gap \(2a\). At contact the core repulsion and the silica–ceria attraction add to a negative energy if

\[
\frac{R^2}{2(R+a)}e^{-2\kappa a}<\frac{aR}{R+a},
\qquad\text{or}\qquad e^{-2\kappa a}<\frac{2a}{R}.
\]

The silica must therefore be large enough, compared with the Debye length, to hold the cores outside each other's strong repulsion.

The example uses rough values for a dilute, acidic ceria slurry: \(R=50\) nm, \(a=5\) nm, potentials of \(\pm40\) mV, 10 mM monovalent salt and 298 K. The Debye length is 3.04 nm. To allow for the nonlinear double layer, \(\psi\) is replaced by \((4kT/e)\tanh(e\psi/4kT)=38.1\) mV. The criterion reads \(0.037<0.200\), so bridging is favoured. With the potentials held fixed, it would fail below about 2.4 mM salt.

At a surface gap of 0.3 nm, silica–ceria attraction gives \(-12.6\,kT\). Core repulsion across the silica gives \(+2.4\,kT\), leaving \(-10.2\,kT\) for the bridge. Two silica spheres at the same gap repel by \(6.8\,kT\). The fields overlap strongly at so small a gap, so these energies are only estimates. The contact model keeps just their signs: a mixed contact sticks, and a contact between like patches does not. At high coverage the silica around a hole repels the incoming sphere, so some mixed contacts fail and the model overstates bridging.

The model also takes coats and bridges to be permanent, which these energies alone do not ensure. A silica sphere diffuses one Debye length in about 0.2 μs. Even multiplied by \(e^{12.6}\), this gives a holding time below 0.1 s. Lasting attachment needs further short-range binding, such as chemical bonds between the oxide surfaces.

## One patch pair is not enough

Let \(\theta\) be the filled fraction of the sites occupied at saturation. An exposed patch is thus a site that can still accept a silica sphere; the small gaps left at saturation do not count. For randomly oriented spheres, the point of contact is uniformly distributed over each surface, independently of the other. Whatever the pattern, the probabilities for one facing pair are

\[
q_0=(1-\theta)^2,\qquad q_1=2\theta(1-\theta),\qquad q_2=\theta^2
\]

for exposed–exposed, mixed and covered–covered. The factor 2 counts silica on either particle. This law is symmetric about \(\theta=1/2\), so it cannot explain why low and high coverage behave differently.

The missing element is curvature. Let \(h\) be the gap between the ceria surfaces on the line of centres. At lateral distance \(\rho\ll R\), each surface has receded by \(\rho^2/(2R)\), so the local gap is \(h+\rho^2/R\). One silica sphere fills a local gap \(2a\); two facing silica spheres fill \(4a\). As the particles approach, contacts occur at

\[
h_{\rm mixed}=2a-\frac{\rho^2}{R},\qquad
h_{\rm covered}=4a-\frac{\rho^2}{R}.
\]

The largest \(h\) is reached first. A covered pair at \(\rho'\) therefore touches before a mixed pair at \(\rho\) when

\[
4a-\frac{\rho'^2}{R}>2a-\frac{\rho^2}{R}
\quad\Longrightarrow\quad \rho'^2<\rho^2+2aR.
\]

It acts as a pillar that prevents the bridge, even when it stands farther from the axis. The additional area from which it can do so is \(2\pi aR\).

Suppose that silica at saturation occupies a projected area fraction \(f=0.54\), close to the limit for hard discs placed at random. Each site then has area \(A=\pi a^2/f=145\) nm². The additional area contains

\[
\nu=\frac{2\pi aR}{A}=\frac{2fR}{a}=10.8
\]

sites. Assume that sites on the two particles face each other in register and fill independently. Number the pairs outwards as \(i=0,1,2,\ldots\), with \(\rho_i^2=iA/\pi\). A mixed pair touches before the bare surfaces meet if \(i<\nu\). A covered pair \(j\) blocks it if \(j-i<\nu\). Rounding \(\nu\) up to \(n=11\), the possible bridges are \(i=0,\ldots,n-1\), and each can be blocked by \(n-1\) pairs beyond it. This count is to leading order in \(a/R\). Measured on the shell of silica centres, of radius \(R+a\), the zone holds \(2f(R+a)/a=11.9\) sites, and \(n=12\) lowers the threshold coverage found below from 0.74 to 0.72.

A bridge then requires three things: pairs \(0\) to \(i-1\) contain no silica, pair \(i\) is mixed, and none of the next \(n-1\) pairs is covered on both sides. If the first pair containing silica is covered on both sides, or is blocked by such a pair, a later mixed pair is blocked too, because the same pillar lies inside it or even closer to it in rank. Each bridge is therefore counted once:

\[
p=\sum_{i=0}^{n-1}q_0^i\,q_1(1-q_2)^{n-1}
=q_1(1-q_2)^{n-1}\frac{1-q_0^n}{1-q_0}.
\]

Since \(1-q_0=\theta(2-\theta)\), the ratio \(q_1/(1-q_0)\) is \(2(1-\theta)/(2-\theta)\), and

\[
p=\frac{2(1-\theta)}{2-\theta}\,
(1-\theta^2)^{n-1}\left[1-(1-\theta)^{2n}\right].
\]

The factors are the chances that the first silica faces bare ceria, that no pillar blocks it, and that some silica lies in the contact zone. For \(n=1\) the formula returns \(2\theta(1-\theta)\).

## The two ends of the coverage scale

For \(n\theta\ll1\), the first two factors tend to one and the last gives

\[
p\simeq2n\theta.
\]

Many places in the contact zone can supply the one silica needed for a bridge. This counts every place as able to hold one. The energy test above was made on the axis; farther out, the cores come closer than \(2a\) before the silica touches, and their repulsion defeats the bridges in roughly the outer third to half of the zone area, the smaller share when the core attraction introduced below is included. The low-coverage \(p\) is therefore an upper estimate. Near saturation the term \(i=0\) dominates the sum, so the correction matters little there. Near saturation, put \(x=1-\theta\). Then \(2x/(1+x)\simeq2x\), \(1-\theta^2=x(2-x)\simeq2x\), and the last factor tends to one, so

\[
p\simeq(2x)^n.
\]

Now a bridge needs a hole in every one of \(n\) facing pairs. This limit requires \(nx\ll1\); at \(x=0.1\) it is still nearly twice the full result.

At \(\theta=0.10\), the three factors give \(0.947\times0.904\times0.902=0.77\), close to the maximum of \(p\). At \(\theta=0.80\), they give \(0.333\times3.66\times10^{-5}\times1.00=1.2\times10^{-5}\). The single-patch values are 0.18 and 0.32, which place the greater danger at the wrong end.

At zero coverage there is no silica bridge. The ceria is then protected by its own charge. Adding the Hamaker attraction between spheres,

\[
U_A=-\frac{H}{6}\left[\frac{2R^2}{r^2-4R^2}+\frac{2R^2}{r^2}
+\ln\frac{r^2-4R^2}{r^2}\right],
\]

with \(H=5\times10^{-20}\) J, to the screened repulsion leaves a barrier of about \(20\,kT\). The peak lies at a gap of about 2 nm, less than a Debye length, where adding the two fields overstates the repulsion; at constant surface potential the barrier is 13 to \(16\,kT\). The diffusion integral used below then gives bare ceria a stability ratio between about \(6\times10^3\) and \(3\times10^6\), above that of any silica coat up to 80% coverage. Low coverage is dangerous because silica opens a way around this barrier.

## From a touch to a half-life

A rejected pair may diffuse back and touch with different patches facing. Let \(C=2R+4a=120\) nm be the contact distance. The chance \(u(r)\) of returning to \(C\) obeys Laplace's equation, with \(u(C)=1\) and \(u(\infty)=0\), hence \(u=C/r\). If the patch arrangement is forgotten after a retreat \(\delta\), the escape chance is

\[
\beta=1-\frac{C}{C+\delta}=\frac{\delta}{C+\delta}.
\]

I take \(\delta=\sqrt{2aR}=22.4\) nm, the radius of the contact zone, as an estimate; it gives \(\beta=0.157\). The sticking chance \(E\) for the whole encounter satisfies

\[
E=p+(1-p)(1-\beta)E
\quad\Longrightarrow\quad
E=\frac{p}{p+(1-p)\beta}.
\]

The stability ratio is \(W=1/E=1+\beta(1-p)/p\).

Each particle diffuses with \(D=kT/(6\pi\eta R)\), so the rate constant when every encounter sticks is \(k_S=4\pi(2D)(2R)=8kT/(3\eta)\). Taking this constant for all cluster sizes, the number density obeys \(dN/dt=-\tfrac12k_SEN^2\). Integration gives \(1/N-1/N_0=\tfrac12k_SEt\), and setting \(N=N_0/2\) gives

\[
t_{1/2}=\frac{2W}{k_SN_0}.
\]

For 10 kg/m³ of ceria with density 7200 kg/m³, \(N_0=2.65\times10^{18}\) m⁻³. With \(\eta=0.89\) mPa s, \(k_S=1.23\times10^{-17}\) m³/s, and the half-life at \(W=1\) is 0.061 s. The patch route alone gives:

| \(\theta\) | \(p\) | \(W\) | \(t_{1/2}\) (s) |
|---:|---:|---:|---:|
| 0.01 | 0.20 | 1.6 | 0.10 |
| 0.10 | 0.77 | 1.05 | 0.064 |
| 0.50 | 0.038 | 5.0 | 0.31 |
| 0.70 | \(5.5\times10^{-4}\) | 290 | 18 |
| 0.80 | \(1.2\times10^{-5}\) | \(1.3\times10^4\) | 790 |
| 0.90 | \(1.1\times10^{-8}\) | \(1.4\times10^7\) | \(8.6\times10^5\) |

There are \(N_s=4f[(R+a)/a]^2=261\) sites per ceria particle. At \(\theta=0.01\), fewer than three silica spheres per particle already bring \(W\) down to 1.6, or to about 2 to 2.5 if only the inner five to eight sites of the zone can hold a bridge.

For \(W=1000\), the encounter formula requires \(p\simeq\beta/1000=1.6\times10^{-4}\). Solving the many-patch law numerically gives \(\theta=0.74\), with some 68 sites still empty. The single-patch law with the same \(\beta\) gives \(1-\theta\simeq p/2=8\times10^{-5}\), or about 0.02 empty sites per particle. Halving or doubling \(\delta\) shifts the many-patch coverage by less than 0.02.

## What else controls the protected slurry

Closing the patch route is necessary for stability, but it is not sufficient: the silica coats must also repel strongly enough. To estimate their mean repulsion, spread the silica over a shell of radius \(b=R+a\). With \(s^2=r^2+b^2-2rb\cos\gamma\), the shell average of a screened source is

\[
\left\langle\frac{e^{-\kappa s}}{s}\right\rangle
=\frac{1}{2rb}\int_{r-b}^{r+b}e^{-\kappa s}\,ds
=\frac{\sinh\kappa b}{\kappa b}\frac{e^{-\kappa r}}{r}.
\]

Adding the core, with \(\psi\) the effective potential, gives the source strength

\[
S=\psi\left[Re^{\kappa R}-\theta N_sae^{\kappa a}
\frac{\sinh\kappa b}{\kappa b}\right],
\qquad V=4\pi\varepsilon S^2\frac{e^{-\kappa r}}{r}.
\]

At \(r=C\) this is 0.08, 6.7 and \(30\,kT\) for \(\theta=0.10\), 0.50 and 1. At \(\theta=0.10\) it grows to about \(2\,kT\) at \(r=2R+2a\), where a bridge on the axis forms, which is still well below the silica–ceria attraction. At middle coverage it slows approach, but the coat is still weak enough to leak through silica–silica contacts. The tabulated \(W\) includes neither effect.

At saturation, add the core attraction \(U_A\) and three touching silica pairs, each contributing \(-H_sa/(12g_s)\) at gap \(g_s\), with \(H_s=5\times10^{-21}\) J. Three contacts represent a settled rigid pair. For gaps of at least 0.3 nm the barrier is about \(22\,kT\). Steady diffusion over a potential \(U\) carries the inward flux \(4\pi r^2De^{-U/kT}\,d(ne^{U/kT})/dr\), with \(n\) the local density and \(D\) here the relative diffusion coefficient. Integrating from an absorbing contact and dividing the barrier-free flux by the result gives

\[
W_{\rm coat}=C\int_{C+0.3\,{\rm nm}}^\infty\frac{e^{U/kT}}{r^2}\,dr
\approx10^7,
\]

evaluated by numerical quadrature. The energy at 0.3 nm is still about \(21\,kT\), so counting every pair that gets there as stuck is a cautious assumption. For this dense, evenly spread and permanent coat the half-life is about a week. One \(kT\) in the barrier changes it by roughly a factor \(e\), so an error of \(5\,kT\), from the potentials or from uneven spacing, would change it about 150-fold. The silica potential weighs heavily: at \(-35\) mV the half-life falls to about 40 minutes and at \(-30\) mV to about 20 s, and silica in acid is often less charged than \(-40\) mV. Viscous drag near contact, omitted here, works the other way and for smooth spheres would raise \(W_{\rm coat}\) some fiftyfold. A partial coat leaks far sooner, because the mean repulsion varies as \(S^2\). The same integral with \(S\) taken at partial coverage gives \(W_{\rm coat}\) of about \(10^2\) at \(\theta=0.74\), \(10^3\) at 0.80 and \(7\times10^4\) at 0.90. On this estimate leakage, not bridging, limits the stability at these coverages, and slowing both routes together a thousandfold needs about 80% coverage. Filling the last tenth of the sites still gains a factor of about a hundred. These figures are for an even coat. Random gaps speed up leakage, because the thinnest spots dominate the average of \(e^{-U/kT}\), so a randomly filled coat, the kind the patch model assumes, needs well over 80%. At \(\theta=0.80\) independent filling spreads the repulsion near contact by about \(4.5\,kT\) and lowers its effective value from about 16 to roughly \(9\,kT\).

The packing at saturation matters just as much. At \(f=0.54\) neighbouring silica spheres stand about 13 nm apart, and each repels an arriving sphere by about \(2.2\,kT\). Six of them roughly cancel the ceria attraction of \(12.6\,kT\), so the coat may stop filling earlier. If it stopped at \(f=0.35\), the same integral would give \(W_{\rm coat}\) of only about 10. The packing actually reached should therefore be measured before these coverages are used.

The dose must also carry the particles through the bridging range. If silica is supplied at \(g\) times saturation and mixed instantly, each ceria captures it with rate constant \(k_{12}=(2kT/3\eta)(R+a)^2/(Ra)\). Neglecting the change in ceria number during coating, \(d\theta/dt=k_{12}N_0(g-\theta)(1-\theta)\). Replacing \(dt\) in the aggregation rate gives the logarithmic loss

\[
\Lambda=\frac{k_S}{2k_{12}}\int_0^1
\frac{E(\theta)\,d\theta}{(g-\theta)(1-\theta)}.
\]

The ceria concentration cancels, so with instant mixing dilution at fixed \(g\) does not help. When mixing is slower than coating, dilution does help, because it slows aggregation while the silica is being spread. Numerical integration gives \(\Lambda=0.047\) for a twofold dose and 0.0084 for a tenfold dose: bridging losses of about 5% and 0.8%. Leakage through the half-formed coat is not included and could nearly double them. At twofold dose, 90% coverage takes 17 ms, so the small losses above apply only if mixing is faster still. Gradual addition would hold the particles at dangerous coverages for longer.

## How far the model reaches

Real ceria is often faceted and varied in size, and its silica sites do not face each other in register. The last assumption can be relaxed by giving two triangular site lattices random offsets, orientations and fillings, and finding the first contact for each of 3000 approaches. The bridge probability changes from 0.77 to 0.71 at \(\theta=0.10\), and from 0.038 to 0.026 at \(\theta=0.50\). No bridge appeared at saturation. A sample of this size cannot reach the much smaller probabilities near the threshold. With exact spherical geometry and \(6\times10^5\) approaches, the out-of-register probability is 0.016 at \(\theta=0.50\) and \(1.5\times10^{-4}\) at 0.70, which moves the threshold to about 70%. The 74% is therefore good only to a few points. Facets change the contact area, and hence \(n\), by an amount this spherical model cannot supply.

Flow sets a firmer limit. The ratio of shear to diffusion, \(6\pi\eta R^3\dot\gamma/kT\), is 0.05 at a stirring rate of 100 s⁻¹ but about 500 at a rough pad-gap rate of \(10^6\) s⁻¹. The half-lives therefore concern storage and gentle delivery, not polishing under the pad. Within that range, and for firmly held, densely packed silica at the salt level used here, the model favours a rapid dose in excess of saturation over a gradual or partial one.
